# Two-photon interference visibility of remote emitters with slow Gaussian detuning, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the times of the two clicks

Two separate emitters can each be a good source of single photons and still show almost no two-photon interference, because their frequencies drift apart between one pair of photons and the next. An estimate of the loss needs an average over that drift, and a shortcut to the average can fail badly. Suppose both emitters decay at the rate \(\Gamma\), and their relative angular frequency has a standard deviation \(\sigma\). For a fixed detuning \(\Delta\) the visibility is \(\Gamma^2/(\Gamma^2+\Delta^2)\), as shown below. Putting \(\Delta=\sigma\) into this expression gives 0.50 at \(\sigma=\Gamma\), where the correct average is 0.66. At \(\sigma=182\,\Gamma\), the ratio in the worked example, it gives \(3.0\times10^{-5}\), where the correct average is 0.0068. The shortcut is then too low by a factor of about 230. A linewidth specification based on it would be too strict: for a visibility of 0.5 it demands \(\sigma=\Gamma\), where \(\sigma=1.63\,\Gamma\) is enough.

The correct average is

\[
V=\sqrt{\frac{\pi}{2}}\,\frac{\Gamma}{\sigma}\,
\exp\!\left(\frac{\Gamma^2}{2\sigma^2}\right)
\operatorname{erfc}\!\left(\frac{\Gamma}{\sqrt2\,\sigma}\right).
\]

With \(x=\Gamma/(\sqrt2\,\sigma)\) and the scaled complementary error function \(\operatorname{erfcx}(x)=e^{x^2}\operatorname{erfc}(x)\), it reads \(V=\sqrt\pi\,x\,\operatorname{erfcx}(x)\). Here \(\operatorname{erfc}(x)=(2/\sqrt\pi)\int_x^\infty e^{-q^2}dq\).

### The photons and the beam splitter

Each emitter is excited at \(t=0\) and sends one photon to its own input of a lossless 50:50 beam splitter. The photon from emitter \(j\) has the amplitude

\[
\psi_j(t)=\sqrt{\Gamma}\,e^{-\Gamma t/2-i\omega_j t}\quad(t>0),
\]

and zero amplitude before. The intensity is \(|\psi_j|^2=\Gamma e^{-\Gamma t}\), so \(\Gamma\) is the intensity decay rate and \(1/\Gamma\) is the lifetime. The integral of the intensity is one. The relative detuning is \(\Delta=\omega_1-\omega_2\). Quasi-static means that \(\Delta\) keeps one value while a pair is emitted and takes other values for later pairs.

Let \(a^\dagger(t)\) and \(b^\dagger(t)\) create a photon at time \(t\) in the two inputs, and \(c^\dagger(t)\) and \(d^\dagger(t)\) in the two outputs. The photons are narrow in frequency compared with any variation of the beam splitter, which therefore acts in the same way at every time:

\[
a^\dagger(t)=\frac{c^\dagger(t)+d^\dagger(t)}{\sqrt2},\qquad
b^\dagger(t)=\frac{c^\dagger(t)-d^\dagger(t)}{\sqrt2}.
\]

The minus sign keeps the transformation unitary. The incoming state is
\(\int\!\!\int\psi_1(t)\psi_2(t')\,a^\dagger(t)b^\dagger(t')|0\rangle\,dt\,dt'\), and the product of operators becomes

\[
a^\dagger(t)b^\dagger(t')=\tfrac12\left[
c^\dagger(t)c^\dagger(t')-c^\dagger(t)d^\dagger(t')
+d^\dagger(t)c^\dagger(t')-d^\dagger(t)d^\dagger(t')\right].
\]

A coincidence is one photon in each output. Two terms contribute to a click in \(c\) at \(t\) and a click in \(d\) at \(t'\). The second term gives \(-\tfrac12\psi_1(t)\psi_2(t')\). In the third term the photon in \(d\) carries the first time label, so the names \(t\) and \(t'\) must be exchanged, which gives \(+\tfrac12\psi_1(t')\psi_2(t)\). The amplitude is

\[
A(t,t')=\tfrac12\left[\psi_2(t)\psi_1(t')-\psi_1(t)\psi_2(t')\right].
\]

The two parts are the two ways of assigning the clicks to the emitters. This addition of amplitudes requires equal polarisation and equal spatial modes, so that nothing else records which photon went where.

### The density of delays

For positive times both products have the modulus \(\Gamma e^{-\Gamma(t+t')/2}\). Their phases are \(-(\omega_2t+\omega_1t')\) and \(-(\omega_1t+\omega_2t')\). The difference between the two brackets is

\[
(\omega_2t+\omega_1t')-(\omega_1t+\omega_2t')=(\omega_1-\omega_2)(t'-t)=\Delta\tau,
\qquad \tau=t'-t.
\]

Since \(|e^{-i\alpha}-e^{-i\beta}|^2=2-2\cos(\alpha-\beta)\),

\[
|A|^2=\frac{\Gamma^2}{4}e^{-\Gamma(t+t')}\,(2-2\cos\Delta\tau)
=\frac{\Gamma^2}{2}e^{-\Gamma(t+t')}(1-\cos\Delta\tau).
\]

Let \(s\) be the earlier of the two click times. Then \(t+t'=2s+|\tau|\), and the integral over \(s\) at fixed \(\tau\) supplies \(\int_0^\infty e^{-2\Gamma s}ds=1/(2\Gamma)\). The density of coincidences with delay \(\tau\) is

\[
p(\tau)=\frac{\Gamma}{4}\,e^{-\Gamma|\tau|}\,(1-\cos\Delta\tau).
\]

It vanishes at \(\tau=0\) for any detuning. Clicks at equal times carry no information about the frequency difference, so the two amplitudes cancel. At longer delays the cancellation turns into a beat.

The reference measurement uses distinguishable photons, for instance with orthogonal polarisations. Probabilities then add in place of amplitudes, the cosine is absent, and the density is \((\Gamma/4)e^{-\Gamma|\tau|}\). Its integral over both signs of \(\tau\) is \((\Gamma/4)(2/\Gamma)=\tfrac12\). The visibility is defined as

\[
V=1-\frac{P_c}{P_c^{\rm dist}}=1-2P_c,\qquad P_c=\int_{-\infty}^{\infty}p(\tau)\,d\tau .
\]

All delays are accepted here. In \(1-2P_c\) the constant part of \(p\) cancels the 1, and the even cosine part leaves

\[
V(\Delta)=\frac{\Gamma}{2}\int_{-\infty}^{\infty}e^{-\Gamma|\tau|}\cos\Delta\tau\,d\tau
=\Gamma\int_0^\infty e^{-\Gamma\tau}\cos\Delta\tau\,d\tau .
\]

### The average over the detuning

The reference does not depend on \(\Delta\), so averaging the coincidences over many pairs is the same as averaging \(V(\Delta)\). The detuning has the density

\[
g(\Delta)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-\Delta^2/(2\sigma^2)} .
\]

Let \(C(\tau)=\int g(\Delta)\cos\Delta\tau\,d\Delta\). Its derivative is \(-\int\Delta\,g\sin\Delta\tau\,d\Delta\). Since \(dg/d\Delta=-\Delta g/\sigma^2\), the factor \(\Delta g\) equals \(-\sigma^2dg/d\Delta\). Integration by parts, with vanishing boundary terms, gives

\[
\frac{dC}{d\tau}=\sigma^2\int\frac{dg}{d\Delta}\sin\Delta\tau\,d\Delta
=-\sigma^2\tau\int g\cos\Delta\tau\,d\Delta=-\sigma^2\tau\,C .
\]

With \(C(0)=1\) the solution is \(C(\tau)=e^{-\sigma^2\tau^2/2}\).

The same result fixes the meaning of \(\sigma\). If the two emitters fluctuate independently with standard deviations \(\sigma_1\) and \(\sigma_2\), the average of \(e^{i\Delta\tau}\) is a product of two averages, \(e^{-\sigma_1^2\tau^2/2}e^{-\sigma_2^2\tau^2/2}\). The relative detuning is therefore Gaussian with

\[
\sigma^2=\sigma_1^2+\sigma_2^2 .
\]

For equal emitters \(\sigma\) is \(\sqrt2\) times the value of one emitter.

The averaged visibility is now a single integral:

\[
V=\Gamma\int_0^\infty e^{-\Gamma\tau-\sigma^2\tau^2/2}\,d\tau .
\]

To evaluate it, complete the square in the exponent:

\[
\Gamma\tau+\frac{\sigma^2\tau^2}{2}
=\frac12\left(\sigma\tau+\frac{\Gamma}{\sigma}\right)^2-\frac{\Gamma^2}{2\sigma^2}.
\]

The last term leaves the integral as the factor \(e^{\Gamma^2/(2\sigma^2)}\). Substitute \(q=(\sigma\tau+\Gamma/\sigma)/\sqrt2\), so that \(d\tau=\sqrt2\,dq/\sigma\) and the lower limit is \(q=\Gamma/(\sqrt2\sigma)=x\). Then

\[
V=\Gamma e^{x^2}\frac{\sqrt2}{\sigma}\int_x^\infty e^{-q^2}dq
=\Gamma e^{x^2}\frac{\sqrt2}{\sigma}\,\frac{\sqrt\pi}{2}\operatorname{erfc}(x)
=\sqrt{\frac\pi2}\,\frac\Gamma\sigma\,e^{x^2}\operatorname{erfc}(x),
\]

which is the stated result.

### Narrow and broad distributions

Write \(r=\sigma/\Gamma\) and \(u=\Gamma\tau\). The integral becomes \(V=\int_0^\infty e^{-u-r^2u^2/2}du\). The integrand falls as \(r\) rises at every \(u>0\), so \(V\) falls steadily with \(\sigma/\Gamma\).

For a narrow distribution, use \(1-y\le e^{-y}\le1-y+y^2/2\) with \(y=r^2u^2/2\). The integrals \(\int_0^\infty u^2e^{-u}du=2\) and \(\int_0^\infty u^4e^{-u}du=24\) give

\[
1-r^2\;\le\;V\;\le\;1-r^2+3r^4 .
\]

The loss of visibility starts as \(\sigma^2/\Gamma^2\). At \(r=0.1\) the full formula gives 0.9903.

For a broad distribution, use \(v=\sigma\tau\) as the variable and expand \(e^{-v/r}\approx1-v/r\):

\[
V\approx\frac1r\int_0^\infty e^{-v^2/2}\left(1-\frac vr\right)dv
=\sqrt{\frac\pi2}\,\frac\Gamma\sigma-\frac{\Gamma^2}{\sigma^2}.
\]

The visibility falls as the first power of \(\Gamma/\sigma\), whereas the shortcut of the opening falls as the second power. Interference survives for delays up to about \(1/\sigma\), and the share of pairs with such short delays is of order \(\Gamma/\sigma\). Between the limits the formula gives 0.6557 at \(r=1\), 0.3263 at \(r=3\) and 0.1159 at \(r=10\).

### Noise within one pair

The delay picture also shows what happens when the detuning changes during emission. The phase \(\Delta\tau\) is then replaced by the phase accumulated between the clicks, \(\Phi=\int_t^{t'}\Delta(s)\,ds\). Let \(\Delta(s)\) be a stationary Gaussian process with zero mean and correlation \(\sigma^2e^{-|s-s'|/\tau_c}\). The phase is Gaussian too, and the average of \(\cos\Phi\) is \(e^{-\langle\Phi^2\rangle/2}\). In the double integral for \(\langle\Phi^2\rangle\), a time difference \(v\) of either sign occurs with weight \(\tau-v\). Hence, for \(\tau>0\),

\[
\frac{\langle\Phi^2\rangle}{2}=\sigma^2\int_0^\tau(\tau-v)e^{-v/\tau_c}dv
=\sigma^2\tau_c^2\left(\frac{\tau}{\tau_c}+e^{-\tau/\tau_c}-1\right).
\]

This replaces \(\sigma^2\tau^2/2\) in the integral for \(V\). For \(\tau\ll\tau_c\) it is \((\sigma^2\tau^2/2)(1-\tau/3\tau_c)\) to the next order.

The relevant delays are limited by the lifetime and, for a broad distribution, by \(1/\sigma\). The static formula therefore requires \(\tau_c\) to be long compared with the shorter of \(1/\Gamma\) and \(1/\sigma\). For \(\sigma\gg\Gamma\) and \(\sigma\tau_c\gg1\), the first correction raises \(V\) by the relative amount

\[
\frac{1}{\sqrt{\pi/2}}\int_0^\infty\frac{v^3}{6\sigma\tau_c}e^{-v^2/2}dv
=\sqrt{\frac2\pi}\,\frac{1}{3\sigma\tau_c},
\]

because \(\int_0^\infty v^3e^{-v^2/2}dv=2\).

A case outside the static regime tests the replacement. With \(\sigma=3\Gamma\) and \(\tau_c=0.5/\Gamma\), a simulation of 20,000 frequency trajectories gave \(V=0.3720\pm0.0016\), where the uncertainty is one standard error. The integral with the correlated exponent gives 0.3722, and the static formula gives 0.3263. At fixed \(\sigma\), wandering within the pair raises the visibility, because part of the accumulated phase averages out.

## Second derivation: the overlap of the wave packets

The symbols carry over. Both photons have intensity decay rate \(\Gamma\) and amplitudes \(\psi_j(t)=\sqrt\Gamma\,e^{-\Gamma t/2-i\omega_jt}\) for \(t>0\). The relative detuning \(\Delta=\omega_1-\omega_2\) is Gaussian with density \(g(\Delta)\), zero mean and standard deviation \(\sigma\). The visibility is \(V=1-2P_c\), where \(P_c\) is the coincidence probability behind a 50:50 beam splitter. The first derivation gave \(V=\Gamma\int_0^\infty e^{-\Gamma\tau-\sigma^2\tau^2/2}d\tau=\sqrt\pi\,x\operatorname{erfcx}(x)\), with \(x=\Gamma/(\sqrt2\sigma)\). The same result follows without any reference to click times.

### Coincidences from the overlap

Split the second wave packet into a part along the first and a part orthogonal to it:

\[
\psi_2=S\,\psi_1+\sqrt{1-|S|^2}\;\chi,\qquad
S=\int\psi_1^*\psi_2\,dt,\qquad \int\psi_1^*\chi\,dt=0 .
\]

Let the subscripts 1 and \(\chi\) label photons in these two wave packets. If both photons are in packet 1, the beam splitter gives

\[
a_1^\dagger b_1^\dagger=\tfrac12(c_1^\dagger+d_1^\dagger)(c_1^\dagger-d_1^\dagger)
=\tfrac12\left(c_1^{\dagger2}-d_1^{\dagger2}\right).
\]

The mixed terms cancel because \(c_1^\dagger\) and \(d_1^\dagger\) commute, so there are no coincidences. If the second photon is in packet \(\chi\),

\[
a_1^\dagger b_\chi^\dagger=\tfrac12\left(c_1^\dagger c_\chi^\dagger-c_1^\dagger d_\chi^\dagger
+d_1^\dagger c_\chi^\dagger-d_1^\dagger d_\chi^\dagger\right).
\]

These are four orthogonal outcomes of probability \(\tfrac14\), and two of them are coincidences. The two cases do not interfere, since one contains a photon in \(\chi\) and the other does not. Their weights are \(|S|^2\) and \(1-|S|^2\), hence

\[
P_c=\tfrac12\left(1-|S|^2\right),\qquad V=|S|^2 .
\]

This holds for pure wave packets of any shape. For the exponential packets,

\[
S=\Gamma\int_0^\infty e^{-\Gamma t+i\Delta t}dt=\frac{\Gamma}{\Gamma-i\Delta},
\qquad V(\Delta)=\frac{\Gamma^2}{\Gamma^2+\Delta^2}.
\]

The sign of \(i\Delta\) comes from the complex conjugate of \(\psi_1\), and it drops out of the modulus.

The click times have given the averaged visibility, and the overlap of the wave packets has given the visibility at a fixed detuning. It remains to average the overlap result over the Gaussian detuning, compare what the two derivations assume, and apply the formula to two emitters in gallium nitride.
